**Incoherent combining in a passive Y-junction: program and results**

The program tests the bound R = |s1|² + |s2|² ≤ 1, where s1 and s2 are the amplitude transmissions from two single-mode arms to one single-mode output. For equal, mutually incoherent inputs of power P0 with equal spectra, the output is R·P0, at most half of the total. A planar scalar paraxial calculation of a silica-type junction gives R = 0.9987, hence 9.99 mW from two 10 mW inputs. The program asserts that the bound holds for this junction and for an asymmetric one, and that reverse propagation through the latter gives the same fractions, 0.961 and 0.038. It also asserts that a numerical search over four-channel unitary devices finds a best fraction of one half, and that 2000 random lossy devices stay within the bound. Further assertions cover partial coherence, unequal powers, a two-wavelength interferometer and a two-mode output guide. A simulation of two lasers with independent phase drift gives a mean output of 9.98 mW, with an rms spread of 0.119 mW against a predicted 0.126 mW.

## Numerical verification

```python
"""Result under test: a linear, time-invariant passive device with output
amplitude b = s1*a1 + s2*a2 obeys R = |s1|^2 + |s2|^2 <= 1.  Two mutually
incoherent inputs of equal power P0 and equal spectrum then give R*P0 <= P0,
at most half of the total 2*P0.  |a|^2 is power; gamma is the degree of mutual
coherence.  A Y-junction is computed by planar scalar paraxial propagation.
Lengths are in micrometres unless a name states another unit.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal, expm, solve_banded, svd
from scipy.optimize import minimize

rng = np.random.default_rng(12)

# Rough typical silica-on-silicon values
n_clad, n_core = 1.444, 1.451
wavelength = 1.550
core_width = 5.0
arm_offset = 15.0
length = 4000.0
half_window = 150.0
power_each_mW = 10.0


def covered(x, dx, left, right):
    """Fraction of each grid cell covered by the interval left..right."""
    overlap = np.minimum(x + dx / 2, right) - np.maximum(x - dx / 2, left)
    return np.clip(overlap, 0, None) / dx


def two_cores(x, dx, offset, width_up, width_low):
    """Union of two cores centred at +offset and -offset."""
    up = (offset - width_up / 2, offset + width_up / 2)
    low = (-offset - width_low / 2, -offset + width_low / 2)
    if low[1] < up[0]:
        return covered(x, dx, *up) + covered(x, dx, *low)
    return covered(x, dx, min(up[0], low[0]), max(up[1], low[1]))


def propagate(diagonals, off, dz, field):
    """Crank-Nicolson steps of i du/dz = H u, H real and tridiagonal."""
    field = field.astype(complex)
    bands = np.zeros((3, len(field)), complex)
    bands[0, 1:] = 0.5j * dz * off
    bands[2, :-1] = 0.5j * dz * off
    for diagonal in diagonals:
        bands[1] = 1 + 0.5j * dz * diagonal
        field = 2 * solve_banded((1, 1), bands, field,
                                 check_finite=False) - field
    return field


def junction(width_up=core_width, width_low=core_width, end_offset=0.0,
             lam=wavelength, dx=0.25, dz=2.0):
    k0 = 2 * np.pi / lam
    count = int(round(half_window / dx))
    x = np.arange(-count, count + 1) * dx
    off = -1 / (2 * k0 * n_clad * dx**2)
    depth = k0 * (n_core**2 - n_clad**2) / (2 * n_clad)

    def diagonal(fill):
        return -2 * off - depth * fill

    def guided(fill):
        energy, modes = eigh_tridiagonal(
            diagonal(fill), np.full(len(x) - 1, off),
            select='i', select_range=(0, 3))
        modes = modes[:, energy < 0]
        modes = modes * np.where(modes.sum(axis=0) < 0, -1, 1)
        return energy[energy < 0], modes

    arms = []
    for centre, width in ((arm_offset, width_up), (-arm_offset, width_low)):
        _, modes = guided(covered(x, dx, centre - width / 2,
                                  centre + width / 2))
        assert modes.shape[1] == 1  # each input arm is single-mode
        arms.append(modes[:, 0])
    # Nearest orthonormal pair removes the tiny overlap of the mode tails
    left, _, right = svd(np.array(arms).T, full_matrices=False)
    arms = left @ right
    z = (np.arange(int(round(length / dz))) + 0.5) * dz
    offsets = end_offset + (arm_offset - end_offset) * (
        1 + np.cos(np.pi * z / length)) / 2
    diagonals = [diagonal(two_cores(x, dx, d, width_up, width_low))
                 for d in offsets]
    final_fill = two_cores(x, dx, end_offset, width_up, width_low)
    energy, out_modes = guided(final_fill)
    fields = propagate(diagonals, off, dz, arms)
    return dict(x=x, off=off, dz=dz, arms=arms, diagonals=diagonals,
                final=diagonal(final_fill), energy=energy, modes=out_modes,
                fields=fields, s=out_modes.T @ fields, k0=k0)


# Symmetric junction
sym = junction()
assert sym['s'].shape[0] == 1  # the output guide is single-mode
s = sym['s'][0]
R = np.sum(abs(s)**2)
gram = sym['fields'].conj().T @ sym['fields']
assert np.allclose(gram, np.eye(2), atol=1e-8)  # lossless, radiation included
assert 0.9 < R <= 1 + 1e-8
in_phase = abs(s[0] + s[1])**2 / 2
antiphase = abs(s[0] - s[1])**2 / 2
assert in_phase > 0.9 and antiphase < 1e-8

# The antiphase light leaves the region of the output core
odd = sym['fields'] @ np.array([1, -1]) / np.sqrt(2)
near = abs(sym['x']) < 10
near_before = np.sum(abs(odd[near])**2)
straight = 5000.0
odd_later = propagate([sym['final']] * int(straight / sym['dz']),
                      sym['off'], sym['dz'], odd)
near_after = np.sum(abs(odd_later[near])**2)
assert near_after < 0.5 * near_before

# Asymmetric junction, forward and in reverse
wide, narrow = 5.2, 3.6
asym = junction(width_up=wide, width_low=narrow)
assert asym['s'].shape[0] == 1
t_asym = abs(asym['s'][0])**2
assert t_asym[0] > 0.6 and t_asym[1] < 0.4
assert 0.85 < t_asym.sum() <= 1 + 1e-8
back = propagate(asym['diagonals'][::-1], asym['off'], asym['dz'],
                 asym['modes'][:, 0])
split = abs(asym['arms'].T @ back)**2
assert np.allclose(split, t_asym, atol=1e-7)

# Output guide wide enough for two modes
double = junction(end_offset=core_width / 2)
assert double['s'].shape[0] == 2
two_mode_fraction = np.sum(abs(double['s'])**2) / 2
assert 0.8 < two_mode_fraction <= 1 + 1e-8

# Grid error and wavelength dependence
coarse = junction(dx=0.5, dz=4.0)
grid_change = abs(np.sum(abs(coarse['s'])**2) - R)
assert grid_change < 0.01
other_wavelength = 1.570
shifted = junction(lam=other_wavelength)
R_shifted = np.sum(abs(shifted['s'][0])**2)
assert shifted['s'].shape[0] == 1 and R_shifted <= 1 + 1e-8
assert abs(abs(shifted['s'][0, 0])**2 - abs(shifted['s'][0, 1])**2) < 1e-7


# Search over all four-channel unitary devices for the best combiner
def incoherent_fraction(parameters):
    m = parameters.reshape(4, 4)
    unitary = expm(1j * ((m + m.T) + 1j * (m - m.T)))
    return (abs(unitary[0, 0])**2 + abs(unitary[0, 1])**2) / 2


best_unitary = max(
    -minimize(lambda p: -incoherent_fraction(p),
              rng.normal(size=16) * 0.4).fun for _ in range(4))
assert abs(best_unitary - 0.5) < 1e-5

# Random lossy devices, scaled so that no input at all is amplified
largest_row = 0.0
for _ in range(2000):
    device = rng.normal(size=(3, 2)) + 1j * rng.normal(size=(3, 2))
    device /= np.linalg.norm(device, 2)
    largest_row = max(largest_row, np.max(np.sum(abs(device)**2, axis=1)))
assert largest_row <= 1 + 1e-12
# The imagined device s1 = s2 = 1 would create power from in-phase inputs
imagined_gain = abs(np.array([1, 1]) @ np.array([1, 1]))**2 / 2
assert imagined_gain > 1

# Best output for partial coherence and for unequal incoherent powers
mix, phase = np.meshgrid(np.linspace(0, np.pi / 2, 181),
                         np.linspace(0, 2 * np.pi, 361))
row1, row2 = np.cos(mix), np.sin(mix) * np.exp(1j * phase)


def best_fraction(p1, p2, gamma):
    cross = gamma * np.sqrt(p1 * p2)
    output = (abs(row1)**2 * p1 + abs(row2)**2 * p2
              + 2 * np.real(row1 * row2.conj() * cross))
    return output.max() / (p1 + p2)


gamma_example = 0.6
partial_best = best_fraction(1, 1, gamma_example * np.exp(0.5j * np.pi))
assert abs(partial_best - (1 + gamma_example) / 2) < 1e-4
unequal_best = best_fraction(3, 1, 0)
assert abs(unequal_best - 3 / 4) < 1e-6

# Different wavelengths: an unequal-arm interferometer merges both inputs
lam1, lam2 = 1.550, 1.551
n_eff = n_clad - sym['energy'][0] / sym['k0']
delay = 1 / (2 * n_eff * (1 / lam1 - 1 / lam2))
trim = np.pi - 2 * np.pi * n_eff * delay / lam1
coupler = np.array([[1, 1j], [1j, 1]]) / np.sqrt(2)


def interferometer(lam):
    theta = 2 * np.pi * n_eff * delay / lam + trim
    return coupler @ np.diag([np.exp(1j * theta), 1]) @ coupler


two_colour = (abs(interferometer(lam1)[0, 0])**2
              + abs(interferometer(lam2)[0, 1])**2) / 2
same_colour = max(np.sum(abs(interferometer(lam)[0])**2) / 2
                  for lam in np.linspace(1.549, 1.552, 301))
assert two_colour > 0.999 and abs(same_colour - 0.5) < 1e-9

# Two independent lasers with random phase drift and equal Lorentzian spectra
linewidth_Hz, averaging_s = 1e6, 1e-3
coherence_s = 1 / (2 * np.pi * linewidth_Hz)
time_step = coherence_s / 10
samples = int(averaging_s / time_step)
step_size = np.sqrt(2 * np.pi * linewidth_Hz * time_step)
averages = []
for _ in range(300):
    phases = np.cumsum(rng.normal(size=(2, samples)) * step_size, axis=1)
    phases += rng.uniform(0, 2 * np.pi, size=(2, 1))
    averages.append(np.mean(abs(s @ np.exp(1j * phases))**2))
laser_mean, laser_spread = np.mean(averages), np.std(averages)
predicted_spread = 2 * abs(s[0] * s[1]) * np.sqrt(coherence_s / averaging_s)
assert abs(laser_mean - R) < 0.004  # over five standard errors
assert abs(laser_spread / predicted_spread - 1) < 0.18  # over four errors

# Sizes of neglected effects; loss, Kerr index and mode area are rough values
reflection = ((n_core - n_clad) / (n_core + n_clad))**2
loss_dB_cm, kerr_m2_W, area_m2 = 0.1, 2.6e-20, 4e-11
absorbed = 1 - 10**(-loss_dB_cm * length * 1e-4 / 10)
kerr_phase = (2 * np.pi / (wavelength * 1e-6) * kerr_m2_W
              * 2 * power_each_mW * 1e-3 / area_m2 * length * 1e-6)
beta_paraxial = sym['k0'] * n_clad - sym['energy'][0]
beta_full = np.sqrt((sym['k0'] * n_clad)**2
                    - 2 * sym['k0'] * n_clad * sym['energy'][0])
paraxial_phase = (beta_paraxial - beta_full) * length
assert max(reflection, absorbed, kerr_phase) < 0.02

total = 2 * power_each_mW
print(f"Wavelength: {wavelength*1000:.0f} nm")
print(f"Cladding and core index: {n_clad:.3f}, {n_core:.3f}")
print(f"Core width: {core_width:.1f} um")
print(f"Initial arm spacing, centre to centre: {2*arm_offset:.0f} um")
print(f"Junction length: {length:.0f} um")
print(f"Output mode effective index: {n_eff:.5f}")
print(f"Input power per arm: {power_each_mW:.1f} mW")
print(f"|s1|^2, |s2|^2: {abs(s[0])**2:.4f}, {abs(s[1])**2:.4f}")
print(f"R = |s1|^2+|s2|^2: {R:.4f}")
print(f"In-phase output: {in_phase*total:.3f} mW")
print(f"Antiphase output: {antiphase*total:.3f} mW")
print(f"Incoherent output: {R*power_each_mW:.3f} mW")
print(f"Incoherent output / total input: {R/2:.4f}")
print(f"Incoherent combining loss: {-10*np.log10(R/2):.3f} dB")
print(f"Antiphase power within 10 um of axis, at end: {near_before:.3f}")
print(f"Same after {straight/1000:.0f} mm more: {near_after:.3f}")
print(f"Asymmetric arm widths: {wide:.1f}, {narrow:.1f} um")
print(f"Asymmetric |s1|^2, |s2|^2: {t_asym[0]:.4f}, {t_asym[1]:.4f}")
print(f"Asymmetric R: {t_asym.sum():.4f}")
print(f"Reverse splitting fractions: {split[0]:.4f}, {split[1]:.4f}")
print(f"Two-mode output guide width: {2*core_width:.1f} um")
print(f"Fraction held by two output modes: {two_mode_fraction:.4f}")
print(f"Best fraction found over unitary devices: {best_unitary:.6f}")
print(f"Largest R among random lossy devices: {largest_row:.4f}")
print(f"Power gain of imagined s1=s2=1: {imagined_gain:.1f}")
print(f"Best fraction for |gamma|={gamma_example}: {partial_best:.4f}")
print(f"Best fraction, incoherent powers 3:1: {unequal_best:.4f}")
print(f"Two wavelengths: {lam1*1000:.0f}, {lam2*1000:.0f} nm")
print(f"Interferometer path difference: {delay:.1f} um")
print(f"Fraction merged, two wavelengths: {two_colour:.4f}")
print(f"Fraction merged, same wavelength: {same_colour:.4f}")
print(f"Laser linewidth (each): {linewidth_Hz/1e6:.1f} MHz")
print(f"Mutual coherence time: {coherence_s*1e6:.3f} us")
print(f"Averaging time: {averaging_s*1e3:.1f} ms")
print(f"Simulated laser output: {laser_mean*power_each_mW:.3f} mW")
print(f"Simulated rms spread: {laser_spread*power_each_mW:.3f} mW")
print(f"Predicted rms spread: {predicted_spread*power_each_mW:.3f} mW")
print(f"Change of R on coarser grid: {grid_change:.5f}")
print(f"R at {other_wavelength*1000:.0f} nm: {R_shifted:.4f}")
print(f"Core-cladding reflection scale: {reflection:.1e}")
print(f"Rough propagation loss: {loss_dB_cm:.1f} dB/cm")
print(f"Power fraction lost over junction: {absorbed:.4f}")
print(f"Rough Kerr index: {kerr_m2_W:.1e} m2/W")
print(f"Rough mode area: {area_m2*1e12:.0f} um2")
print(f"Kerr phase scale: {kerr_phase:.1e} rad")
print(f"Common paraxial phase error: {paraxial_phase:.3f} rad")
print("checks complete")
```

It prints:

```
Wavelength: 1550 nm
Cladding and core index: 1.444, 1.451
Core width: 5.0 um
Initial arm spacing, centre to centre: 30 um
Junction length: 4000 um
Output mode effective index: 1.44829
Input power per arm: 10.0 mW
|s1|^2, |s2|^2: 0.4993, 0.4993
R = |s1|^2+|s2|^2: 0.9987
In-phase output: 19.974 mW
Antiphase output: 0.000 mW
Incoherent output: 9.987 mW
Incoherent output / total input: 0.4993
Incoherent combining loss: 3.016 dB
Antiphase power within 10 um of axis, at end: 0.470
Same after 5 mm more: 0.008
Asymmetric arm widths: 5.2, 3.6 um
Asymmetric |s1|^2, |s2|^2: 0.9607, 0.0384
Asymmetric R: 0.9991
Reverse splitting fractions: 0.9607, 0.0384
Two-mode output guide width: 10.0 um
Fraction held by two output modes: 1.0000
Best fraction found over unitary devices: 0.500000
Largest R among random lossy devices: 0.9819
Power gain of imagined s1=s2=1: 2.0
Best fraction for |gamma|=0.6: 0.8000
Best fraction, incoherent powers 3:1: 0.7500
Two wavelengths: 1550, 1551 nm
Interferometer path difference: 830.0 um
Fraction merged, two wavelengths: 1.0000
Fraction merged, same wavelength: 0.5000
Laser linewidth (each): 1.0 MHz
Mutual coherence time: 0.159 us
Averaging time: 1.0 ms
Simulated laser output: 9.984 mW
Simulated rms spread: 0.119 mW
Predicted rms spread: 0.126 mW
Change of R on coarser grid: 0.00015
R at 1570 nm: 0.9987
Core-cladding reflection scale: 5.8e-06
Rough propagation loss: 0.1 dB/cm
Power fraction lost over junction: 0.0092
Rough Kerr index: 2.6e-20 m2/W
Rough mode area: 40 um2
Kerr phase scale: 2.1e-07 rad
Common paraxial phase error: 0.103 rad
checks complete
```
